# Converging the Intrinsic Hall Conductivity Across Spikes of Berry Curvature

## One spike, two ways to integrate it

Take two levels that nearly touch,

$$H=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(vk_x,vk_y,m),\qquad E_\pm=\pm d,\quad d=\sqrt{v^2k^2+m^2},$$

with $m>0$ and $v$ standing for $\hbar$ times the velocity. The Berry curvature of a state is $\Omega=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle$. Differentiating $H|n\rangle=E_n|n\rangle$ and projecting on another state $m$ gives

$$\langle m|\partial n\rangle=\frac{\langle m|\partial H|n\rangle}{E_n-E_m}. \tag{1}$$

For the lower level this means

$$\Omega_-=-\frac{2}{4d^2}\,\partial_xd_a\,\partial_yd_b\,\mathrm{Im}\langle-|\sigma_a|+\rangle\langle+|\sigma_b|-\rangle .$$

Replace $|+\rangle\langle+|$ by $1-|-\rangle\langle-|$. The subtracted term is real, and $\mathrm{Im}\langle-|\sigma_a\sigma_b|-\rangle=-\epsilon_{abc}\hat d_c$, so

$$\Omega_-=\tfrac12\,\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d})=\frac{mv^2}{2d^3}. \tag{2}$$

The flux of $\Omega_-$ is half the solid angle swept by $\hat{\mathbf d}$. The spike has height $v^2/2m^2$ and width $m/v$, and its total flux is $\pi$ however small $m$ is.

A midpoint sum with spacing $h\gg m/v$ either hits the spike and returns about $h^2v^2/2m^2\gg\pi$, or misses it and returns almost nothing.

Now use only the states at the corners of a square centred on the spike. With $\theta$ the polar angle of $\hat{\mathbf d}$ there, the lower state is $(-\sin\frac\theta2e^{-i\varphi},\cos\frac\theta2)$. Neighbouring corners differ by $\pi/2$ in $\varphi$ and have overlap $\cos^2\frac\theta2-i\sin^2\frac\theta2$. Minus the phase of the product of the four overlaps is

$$F=4\arctan\!\Big(\tan^2\frac\theta2\Big)=4\arctan\frac{d-m}{d+m}=\pi-4\arctan\frac md .$$

This is the true flux through the square, whatever its size. Straight lines in the plane $d_z=m$ project onto great circles, and a spin state transported along a great circle through angle $\chi<\pi$ has the real positive overlap $\cos(\chi/2)$ with its starting point, so no phase is lost on an edge.

The weakness is equally plain: $F$ is a phase. Two such spikes of equal sign in one cell carry nearly $2\pi$, which is read as nearly zero. A scheme must prevent both failures.

## The quantity and its sign

Let $k_y$ drift slowly. Write the state, up to a phase, as $|n\rangle+\sum_m a_m|m\rangle$. To first order in $\dot k_y$ the Schrödinger equation projected on $m$ reads $i\hbar\dot k_y\langle m|\partial_yn\rangle+E_na_m=E_ma_m$, so

$$a_m=\frac{i\hbar\dot k_y\langle m|\partial_yn\rangle}{E_m-E_n}.$$

The velocity is $\langle\partial_xH\rangle/\hbar$. By (1), $\langle n|\partial_xH|m\rangle=(E_n-E_m)\langle\partial_xn|m\rangle$, hence

$$v_x=\frac{\partial_xE_n}{\hbar}+2\,\mathrm{Re}\Big[-i\dot k_y\sum_m\langle\partial_xn|m\rangle\langle m|\partial_yn\rangle\Big]=\frac{\partial_xE_n}{\hbar}-\dot k_y\Omega_n .$$

For charge $-e$, $\dot k_y=-eE_y/\hbar$, and the extra velocity is $eE_y\Omega_n/\hbar$. Multiplying by $-e$ and summing over occupied states gives the intrinsic conductivity of a clean two-dimensional crystal of independent electrons at zero temperature:

$$\sigma_{xy}=-\frac{e^2}{h}\,\frac1{2\pi}\int d^2k\sum_nf_n\Omega_n . \tag{3}$$

The Bloch phases must contain the true atomic positions, so that $\partial H/\partial\mathbf k$ represents the velocity.

With $X=\partial_xH$ and $Y=\partial_yH$, equation (1) gives the Kubo form. If the lowest $N$ bands are filled,

$$\Omega^{(N)}=-2\,\mathrm{Im}\sum_{n\le N<m}\frac{X_{nm}Y_{mn}}{(E_n-E_m)^2}. \tag{4}$$

Pairs of filled bands have dropped out: exchanging $n$ and $m$ turns $X_{nm}Y_{mn}$ into its complex conjugate. A near-degeneracy between filled bands is therefore harmless.

## A model with a ring of spikes

Graphene with an exchange field $M$ and Rashba hopping $t_R$ has four bands. Its A–B block is

$$H_{AB}=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}\big[-t+it_R(s_x\hat\delta_{jy}-s_y\hat\delta_{jx})\big],$$

and $Ms_z$ acts on both sublattices. I take $t=2.7$ eV, bond length $a=0.142$ nm, $M=40$ meV and $t_R=4$ meV.

At one valley the three phases are $Ce^{-i\varphi_j}$, with $\varphi_j$ the bond angles and $|C|=1$. The Rashba sum becomes $2\lambda Cs_-$, with $\lambda=\frac32t_R=6$ meV and $s_-=(s_x-is_y)/2$. Let $\varepsilon=t|\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}|\simeq vq$, where $v=\frac32ta=0.575$ eV nm and $q$ is the distance from the valley point. Rotations of sublattice and spin remove all phases and leave a chain A↑–B↑–A↓–B↓ with couplings $\varepsilon,2\lambda,\varepsilon$ and site energies $M,M,-M,-M$. Its determinant condition is

$$[(M-E)^2-\varepsilon^2][(M+E)^2-\varepsilon^2]-4\lambda^2(E^2-M^2)=0,$$

a quadratic equation in $E^2$ with solutions

$$E^2=M^2+2\lambda^2+\varepsilon^2\pm2\sqrt{\lambda^4+\varepsilon^2(\lambda^2+M^2)} .$$

The lower branch is stationary when the root equals $\lambda^2+M^2$, that is at $\varepsilon^2=M^2(M^2+2\lambda^2)/(M^2+\lambda^2)$. There $E^2=M^2\lambda^2/(M^2+\lambda^2)$, and the gap is

$$\Delta=\frac{2M\lambda}{\sqrt{M^2+\lambda^2}}=\frac{2\cdot40\cdot6}{40.45}\ \text{meV}=11.87\ \text{meV}.$$

The lattice model gives 11.81 meV. The minimum lies on a ring of radius $q_0=0.0703$ nm$^{-1}$, while the zone edge is 29.5 nm$^{-1}$ long.

Near the ring two chain states cross: spin up at $M-\varepsilon$ and spin down at $-(M-\varepsilon)$. Each has weight ½ on the sites joined by $2\lambda$, so their coupling has magnitude $\lambda$. Its phase follows that of $\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$ and winds once around the valley. This is again a vector $\mathbf d$: $\hat d_z$ runs between $\pm1$ across the ring while the azimuth turns once. The half solid angle is $\frac12\cdot2\pi\cdot2=2\pi$ per valley. Spread over the ring, it gives a peak curvature

$$|\Omega|\approx\frac1{2q_0}\left|\frac{\partial\hat d_z}{\partial q}\right|=\frac{v}{q_0\Delta}=\frac{0.575}{0.0703\times0.0118}\approx693\ \text{nm}^2,$$

against 685 nm² from (4) at a point on the ring. In the lattice model the radial maximum varies with direction between 681 and 709 nm², and the gap between 11.81 and 11.93 meV.

The sign and size of the anomalous velocity were tested there too. A state of the second band, evolved with the time-dependent Schrödinger equation under slow drifts in opposite directions, gave 687.2 nm². The Kubo curvature of that band is 686.9 nm².

The other valley contributes equally. Exchanging A and B together with a spin rotation by $\pi$ about $z$ maps $H(\mathbf k)$ to $H(-\mathbf k)$, so the curvature is even in $\mathbf k$. With the Fermi level in the gap, $|\sigma_{xy}|$ should be $2e^2/h$.

## What uniform meshes return

| Mesh | Kubo midpoint ($e^2/h$) | Plaquettes ($e^2/h$) |
|---|---:|---:|
| 64×64 | −0.15 | 0 |
| 128×128 | −8.70 | 0 |
| 256×256 | −0.75 | −2 |

The outlier in the Kubo column, at 128×128, follows from the geometry. In reduced coordinates a valley sits at $(\frac13,\frac23)$. For these meshes the midpoint of its cell is displaced by one sixth of a cell along each axis, with opposite signs, which is a distance $\sqrt3\cdot29.5/(6n)=8.52/n$ nm$^{-1}$. That is 0.133, 0.067 and 0.033 nm$^{-1}$ for the three meshes. The middle one almost hits the ring at 0.070. Its cell area is $0.866\,(29.5/128)^2=0.046$ nm$^{-2}$, so a point on the ring would count $0.046\times685/2\pi=5.0$ per valley.

The plaquette column contains integers on every mesh, and two are wrong. An integer shows that the phases around the zone close, not that each phase was read on the right branch.

One cure for the Kubo sum is to split a cell when its integral differs from the sum over its four children. Starting from 16×16 cells with 2×2 Gauss points, a tolerance of 0.05 rad per cell accepts everything at the first comparison and returns −0.015. A tolerance of $10^{-4}$ rad finds the ring and returns −2.0004 with 4792 cells. So this rule can work, but what it compares are samples of the curvature, and a spike that no sample feels leaves no trace in them. The energies do announce it.

## Refinement that cannot pass over a crossing

Suppose $\|\hat{\mathbf q}\cdot\nabla_kH\|\le L$ for every direction. By Weyl's inequality, no level moves by more than $Ld$ within distance $d$ of a cell's centre. Here the bracket in $H_{AB}$ has norm $\sqrt{t^2+t_R^2}$, and $\sum_j|\hat{\mathbf q}\cdot\boldsymbol\delta_j|\le2a$, so

$$L=2a\sqrt{t^2+t_R^2}=0.767\ \text{eV nm}.$$

Let $d$ be half the long diagonal of a cell. With levels known at the centre, the number $N$ of filled bands anywhere in the cell lies between the counts below $\mu-Ld$ and $\mu+Ld$. For each possible $N$, split the cell unless

$$Ld\le c\,g_N,\qquad g_N=E_{N+1}-E_N\ \text{at the centre},\qquad c=\tfrac14 . \tag{5}$$

In an accepted cell the gap is at least $(1-2c)g_N$ everywhere. A crossing cannot hide between sample points, and cells shrink in proportion to the local gap.

With the Fermi level in the gap this takes 4294 cells. The finest have the size of an 8192×8192 mesh, which would need 67 million. Errors of the Kubo integral, in $e^2/h$, are $1.5\times10^{-2}$, $1.4\times10^{-4}$ and $5\times10^{-7}$ for 1, 4 and 9 Gauss points per cell. On cells matched to the gap the curvature is smooth, and raising the order pays.

## Plaquettes for several bands

Collect the lowest $N$ states at $\mathbf k$ as columns of $u(\mathbf k)$. Around a cell, counterclockwise, define

$$F_N=-\arg\prod_{\text{edges }a\to b}\det\big[u(\mathbf k_a)^\dagger u(\mathbf k_b)\big]. \tag{6}$$

For a short edge the determinant is $\exp(-i\mathbf A\cdot\delta\mathbf k)$ with $\mathbf A=i\,\mathrm{tr}\,u^\dagger\nabla u$, which fixes the minus sign. Replacing $u$ by $uG$ at a corner, with $G$ unitary, multiplies one determinant by $\det G$ and another by its conjugate, so $F_N$ is unchanged. It depends only on the projectors $P=uu^\dagger$: the product in (6) is the product of the nonzero eigenvalues of $P_1P_2P_3P_4$.

**The branch.** Condition (5) also settles the $2\pi$ ambiguity. Let $g$ be the smallest gap in the cell and $\rho=c/(1-2c)=\frac12$, so $Ld/g\le\rho$. Take $N=2$. By the Cauchy–Schwarz inequality, the sum in (4) is at most $2L^2/g^2$, since a 2×2 block of norm $L$ has squared entries summing to at most $2L^2$. The cell is a rhombus of area $2d^2/\sqrt3$, so its true flux is at most

$$\frac{4L^2}{g^2}\,\frac{2d^2}{\sqrt3}\le\frac{8\rho^2}{\sqrt3}=1.155 .$$

Each edge adds an error. Transport the frame $u$ along the edge so that its derivative has no component in the filled space. The derivative then solves $H_eK-KH_o=-X_{eo}$, where $e$ and $o$ denote the empty and occupied spaces and $X$ is the derivative of $H$ along the edge. Thus $K=-\int_0^\infty e^{-\tau H_e}X_{eo}e^{\tau H_o}d\tau$, and $\|K\|\le L\int_0^\infty e^{-g\tau}d\tau=L/g$. After a length $s'$ the filled space has tilted by at most $Ls'/g$, so the overlap $W$ with the initial frame changes at a rate of at most $(L/g)^2s'$. For the full edge $s=2d/\sqrt3$,

$$\|W-1\|\le\tfrac12(Ls/g)^2\le\tfrac12\cdot\tfrac43\rho^2=\tfrac16 .$$

Each of the two eigenvalues of $W$ has a phase of at most $\arcsin\frac16=0.167$. Four edges give at most $8\times0.167=1.34$. The total, 2.49, is below $\pi$, so the principal value in (6) is the true flux plus small edge errors. The bound is loose: the largest $|F_2|$ on this mesh is 0.008 rad. For $N=1$ or 3 the block between filled and empty bands has rank one, which halves the flux bound to 0.58, and the edges add at most $12\arcsin\frac16=2.01$, so the total is again below $\pi$.

**The edges.** An edge error changes sign when the edge is traversed backwards, so it cancels between neighbours, provided both use the same edge. On a refined mesh they may not: a large cell can have one long edge where its neighbours have two short ones. Left so, the plaquette sum is −1.9993. The cure is to break each long edge at every vertex lying on it, including vertices that coincide after a reciprocal-lattice shift. The split edges obey the same error bound, because a sum of squared lengths is no larger than the square of the sum. The result is then −2 to within $10^{-9}$. This is $\sigma_{xy}$ in units of $e^2/h$. With every branch certified and all edge errors cancelled, the total flux of $\Omega^{(2)}$ is $2\pi$ times the Chern number, which by the sign in (3) is $+2$.

Building the certified mesh takes 5640 diagonalizations at cell centres, whichever method follows. The plaquette sum then takes 4795 diagonalizations at vertices. The nine-point Kubo sum needs $9\times4294=38\,646$, and gives the local curvature as well.

## When the Fermi line cuts cells

In a metal the filled projector changes rank at the Fermi line, and (6) has no meaning for a cell containing both ranks. What remains defined is $F_N$ for each fixed $N$. Band $n$ alone carries $F_n-F_{n-1}$, up to the edge errors. If $w_n$ is the fraction of the cell in which band $n$ is filled, the cell contributes approximately

$$\sum_{n=1}^4w_n(F_n-F_{n-1})=\sum_{N=1}^3(w_N-w_{N+1})F_N, \tag{7}$$

because $F_0=F_4=0$; for all four bands the matrices in (6) are unitary and multiply to one. An uncut cell returns the single flux $F_N$ of its filled bands. The Kubo version replaces $F_N$ by the Gauss integral of $\Omega^{(N)}$.

The fractions come from linear interpolation of the energies on two triangles per cell. For corner energies $e_1\le e_2\le e_3$ and $e_1<\mu\le e_2$, the filled corner cuts two sides at fractions $(\mu-e_1)/(e_2-e_1)$ and $(\mu-e_1)/(e_3-e_1)$, and the filled area fraction is their product. The other case follows from the empty corner. Cells that may contain the Fermi line are split until $Ld\le\eta$.

For $\mu=15$ meV above midgap:

| $\eta$ (meV) | Cells | Kubo ($e^2/h$) | Plaquettes ($e^2/h$) |
|---:|---:|---:|---:|
| 4 | 5176 | −0.138667 | −0.138632 |
| 2 | 9460 | −0.137572 | −0.137564 |
| 1 | 18022 | −0.137311 | −0.137309 |
| 0.5 | 35116 | −0.137247 | −0.137247 |

A reference that does not use the cells adds to the plateau value −2 the contribution of the third band, whose curvature is integrated in polar coordinates between Fermi radii found by bisection. It gives −0.137226. The errors fall by about four per halving of $\eta$, as expected of a second-order treatment of the cut cells. Extrapolating the last two rows accordingly gives $-(4\times0.137247-0.137311)/3=-0.137226$.

At $\eta=4$ meV the two methods differ by $3.5\times10^{-5}$, while both are off by $1.4\times10^{-3}$. The shared treatment of the Fermi line sets the error, not the choice between Kubo and plaquettes. Most of this error comes from (7) itself, which spreads a cell's flux evenly although the curvature varies across the cut cell; exact occupied fractions would hardly reduce it. Further effort belongs in integrating the curvature over the filled part of each cut cell, or in extrapolation.

The size of the result follows from the two-level ring. At the Fermi radii $|\hat d_z|=\sqrt{1-(\Delta/2\mu)^2}$, and the electrons between them, in the upper level, carry the opposite flux. What survives is

$$\sigma_{xy}\approx-\frac{2e^2}{h}\Big[1-\sqrt{1-(\Delta/2\mu)^2}\Big]. \tag{8}$$

With $\Delta/2\mu=5.90/15=0.393$ this is $-0.16\,e^2/h$, close to the full −0.137; the reduction leaves out two of the four levels. At the band edge it returns the plateau −2, and for $\Delta\ll2\mu\ll2M$ it falls as $\mu^{-2}$. At fixed $\Delta/2\mu$ the omitted terms are of order $(\lambda/M)^2e^2/h$, and with the present parameters that window does not exist: at 20 meV (8) gives −0.089 against the full −0.0565, and the full result changes sign between 25 and 30 meV, which (8) cannot do.

## What the number means for a device

In practical units $\sigma_{xy}=-5.3$ μS, at an electron density of $1.1\times10^{11}$ cm$^{-2}$. The hopping and bond length are ordinary values for graphene. The exchange and Rashba energies are rough values for graphene on a magnetic insulator; they depend strongly on the interface, and both $M=40$ meV and $\lambda=6$ meV, which sets the gap, are optimistic. Potential fluctuations matter at so low a density: moving the Fermi level to 10 or 20 meV changes the result to −0.37 or −0.06 $e^2/h$. Temperature at fixed chemical potential gives −0.138 at 4 K and −0.23 at 300 K, where thermal smearing reaches into the gap plateau. Damping the interband denominators with a rough lifetime of 0.3 ps changes the 4 K value by 0.0004. Second-neighbour hopping of 0.1 eV shifts the levels at the two Fermi radii relative to each other by 0.03 meV. Equation (3) also needs fields well below $\Delta^2/ev=2.4\times10^{-3}$ MV/cm, the scale of interband tunnelling. In the metal the drift $eE\tau/\hbar$ must also be small against the width of the occupied ring, 0.048 nm$^{-1}$; for a lifetime of 0.3 ps this is the stricter limit and requires fields well below $10^{-3}$ MV/cm.

Of the corrections estimated here, the largest comes from scattering. In smooth disorder a small change $\delta\mathbf k$ displaces an electron sideways by $|\Omega||\delta\mathbf k|$. With transport time $\tau$ the mean sideways velocity is $|\Omega|k_F/\tau$, while the field-induced imbalance is proportional to $\tau$. The time cancels, leaving $\frac12|\Omega|k_F^2\,e^2/h$ per Fermi line, and the energy gained from the field during the jump doubles it. Summed over valleys, the sizes are 0.22 for the inner line and 0.75 for the outer, against an intrinsic 0.14. The curvature has the same sign on both lines, but the energy falls with $q$ on the inner one, so the two estimates oppose and leave about 0.5. These are estimates of magnitude without scattering between lines. Skew scattering, a substrate sublattice potential and interactions are also left out. The converged digits therefore belong to the intrinsic term of this model, not to a predicted Hall measurement. The numerical output below gives the remaining intermediate values.

## Table of computed values

```
hopping 2.7 eV, bond 0.142 nm
exchange 40.0 meV, Rashba hopping 4.0 meV
Fermi level 15.0 meV, hbar*v 0.5751 eV nm
gap: lattice 11.807 meV, formula 11.867 meV
ring radius 0.0703 1/nm, zone edge 29.50 1/nm
norm bound L 0.7668, largest sampled 0.7655 eV nm
two-band curvature on ring 684.9 nm^2
band-2 curvature: Kubo 686.85, dynamics 687.22 nm^2
INSULATOR (Fermi level in gap), sigma_xy in e^2/h
Chern number 2; cells 4294, vertices 4795
finest cells per zone edge 8192
plaquettes, edges cut at hanging vertices -2.0000000000
plaquettes, edges not cut -1.9993258619
Kubo, 1x1 Gauss points per cell: error 1.46e-02
Kubo, 2x2 Gauss points per cell: error 1.39e-04
Kubo, 3x3 Gauss points per cell: error 4.99e-07
largest plaquette flux 0.008 rad, bound 2.494 rad
uniform 64x64: Kubo -0.14705, plaquettes 0.00000
uniform 128x128: Kubo -8.70133, plaquettes -0.00000
uniform 256x256: Kubo -0.75447, plaquettes -2.00000
parent-child rule, tol 5e-02 rad: -0.01496, cells 1024
parent-child rule, tol 1e-04 rad: -2.00042, cells 4792
METAL, sigma_xy in e^2/h
eta 4.0 meV: cells 5176, vertices 5857, Kubo -0.138667, plaq -0.138632
eta 2.0 meV: cells 9460, vertices 10861, Kubo -0.137572, plaq -0.137564
eta 1.0 meV: cells 18022, vertices 20867, Kubo -0.137311, plaq -0.137309
eta 0.5 meV: cells 35116, vertices 40845, Kubo -0.137247, plaq -0.137247
polar reference -0.137226
final errors: Kubo -2.10e-05, plaq -2.10e-05
reference in microsiemens -5.316 uS (e^2/h = 38.7405 uS)
electron density 1.073e+11 cm^-2
mean Fermi radii 0.0464 and 0.0943 1/nm
NEGLECTED EFFECTS, sigma_xy in e^2/h
at 4 K -0.13817; at 300 K -0.22825
Fermi level 10 meV: -0.37063
Fermi level 20 meV: -0.05650
lifetime 0.3 ps: hbar/tau 2.194 meV, at 4 K -0.13774
side-jump size, both valleys: inner 0.217, outer 0.752
interband field scale 2.424e-03 MV/cm
second-neighbour hopping 0.1 eV: level shift 0.0306 meV
```
